# What local-density electronic friction leaves out near surfaces, bonds and gaps

**Q.** I slow a 100 eV proton in silicon by assigning it the friction of a uniform electron gas at the local valence density. That friction comes from electron-hole pairs, so I take it that the electronic dissipation is complete.

**A.** The pairs you count are those of a uniform gas. Your ion excites the electrons of its actual surroundings, and density alone may not describe those. Let us define the friction before comparing.

Take independent electrons in a static self-consistent potential $V$ that depends on the ion position $\mathbf R$. Let the ion oscillate by $\mathbf u\cos\omega t$. The perturbation is $\mathbf u\cdot\nabla_{\mathbf R}V\cos\omega t$, and half of its amplitude drives absorption. With $F^\alpha_{ab}=\langle a|\partial_\alpha V|b\rangle$ and spin factor $g=2$, the golden rule gives the absorbed power

$$P=g\sum_{ab}\hbar\omega\,\frac{2\pi}{\hbar}\,\frac{|\mathbf u\cdot\mathbf F_{ba}|^2}{4}(f_a-f_b)\,\delta(\varepsilon_b-\varepsilon_a-\hbar\omega).$$

The factor $f_a-f_b$ is absorption minus emission. At zero temperature and small $\omega$, the initial energies lie in a window of width $\hbar\omega$ below $\varepsilon_F$, so

$$(f_a-f_b)\,\delta(\varepsilon_b-\varepsilon_a-\hbar\omega)\to\hbar\omega\,\delta(\varepsilon_F-\varepsilon_a)\,\delta(\varepsilon_F-\varepsilon_b).$$

The mean velocity product is $\overline{v_\alpha v_\beta}=\omega^2u_\alpha u_\beta/2$. Hence $P=\sum_{\alpha\beta}\Lambda_{\alpha\beta}\overline{v_\alpha v_\beta}$ with

$$\Lambda_{\alpha\beta}=\pi\hbar g\,\mathrm{Re}\sum_{ab}F^{\alpha*}_{ab}F^\beta_{ab}\,\delta(\varepsilon_F-\varepsilon_a)\,\delta(\varepsilon_F-\varepsilon_b).$$

The force is $-\Lambda\mathbf v$. An antisymmetric part would do no work and would act like a magnetic force; I assume time-reversal symmetry, which excludes it.

**Q.** That is a tensor, but in a gas it must reduce to my scalar.

**A.** In a uniform isotropic gas it does, because no direction is singled out. To see what happens elsewhere, write it in terms of scattering. Let $G_0$ be the outgoing Green function of the surroundings without the ion, and $T=V+VG_0T$. Differentiating with the surroundings fixed,

$$(1-VG_0)\,\partial T=\partial V\,(1+G_0T).$$

Since $T=V+TG_0V$ as well, $(1+TG_0)(1-VG_0)=1$, and therefore

$$\partial T=(1+TG_0)\,\partial V\,(1+G_0T).$$

The right factor turns a background state into an outgoing scattering state, and the left factor produces an incoming one. Either set spans the continuum at $\varepsilon_F$, so the double sum equals $\mathrm{Tr}\,\partial_\alpha T^\dagger\partial_\beta T$ on that energy shell. With $S=1-2\pi iT$ we have $\partial S=-2\pi i\,\partial T$, and

$$\Lambda_{\alpha\beta}=\frac{g\hbar}{4\pi}\,\mathrm{Re}\,\mathrm{Tr}\,\partial_\alpha S^\dagger\,\partial_\beta S .$$

Friction measures how fast the scattering matrix changes as the ion moves.

**Q.** Where would something other than density enter?

**A.** Take an ion that scatters through one local amplitude, an s-wave point scatterer. Let $\phi_a(\mathbf R)$ be the background states at the ion and

$$\rho=\sum_a|\phi_a|^2\delta(\varepsilon_F-\varepsilon_a),\qquad K_{\alpha\beta}=\mathrm{Re}\sum_a\partial_\alpha\phi_a^*\,\partial_\beta\phi_a\,\delta(\varepsilon_F-\varepsilon_a).$$

Here $\rho$ is the local density of states per spin. The $T$-matrix is $\phi_a^*\,t\,\phi_b$, with $Y=1/t$ equal to a constant minus $G_0(\mathbf R,\mathbf R)$. Because $\mathrm{Im}\,G_0=-\pi\rho$, we have $\mathrm{Im}\,Y=\pi\rho$. In the one channel $|u\rangle$ with components $\phi_a^*/\sqrt\rho$, the eigenvalue of $S$ is

$$1-\frac{2\pi i\rho}{Y}=\frac{Y-2i\,\mathrm{Im}\,Y}{Y}=\frac{Y^*}{Y}=e^{2i\delta},\qquad \delta=-\arg Y .$$

So $S=1+(e^{2i\delta}-1)P$ with $P=|u\rangle\langle u|$, and

$$\partial S=2i\,\partial\delta\,e^{2i\delta}P+(e^{2i\delta}-1)\,\partial P .$$

The cross terms in the trace vanish, since $\mathrm{Tr}\,P\,\partial P=\tfrac12\partial\,\mathrm{Tr}\,P=0$. Normalization and the absence of a current give $\langle u|\partial u\rangle=0$, so $\mathrm{Tr}\,\partial_\alpha P\,\partial_\beta P=2\,\mathrm{Re}\langle\partial_\alpha u|\partial_\beta u\rangle\equiv2\mathcal G_{\alpha\beta}$. With $|e^{2i\delta}-1|^2=4\sin^2\delta$,

$$\Lambda_{\alpha\beta}=\frac{g\hbar}{\pi}\left[\partial_\alpha\delta\,\partial_\beta\delta+2\sin^2\delta\;\mathcal G_{\alpha\beta}\right].$$

Differentiating $\phi/\sqrt\rho$ and using $\mathrm{Re}\sum\phi^*\partial\phi\,\delta(\varepsilon_F-\varepsilon)=\tfrac12\partial\rho$ gives

$$\mathcal G_{\alpha\beta}=\frac{K_{\alpha\beta}}{\rho}-\frac{\partial_\alpha\rho\,\partial_\beta\rho}{4\rho^2}.$$

The first term in $\Lambda$ is a change of scattering strength with position; the second is a change in which electron wave is scattered. Both describe scattering at the Fermi energy, whereas $n$ sums over all occupied states.

This formula was tested against the golden-rule trace on a disordered lattice strip with open ends. The scatterer there is a Gaussian that still acts through one channel, so $\phi_a(\mathbf R)$ becomes the overlap of the state with the Gaussian. Per spin ($g=1$), both give $\Lambda_{xx}=0.153$, $\Lambda_{xz}=-0.020$ and $\Lambda_{zz}=0.113$ in lattice units. The off-diagonal element means that motion along $x$ produces a force along $z$.

**Q.** Show me that my scalar comes back in the gas.

**A.** There $\rho$ and $\delta$ do not vary, and $K_{\alpha\beta}=\rho k^2\delta_{\alpha\beta}/3$, with $k$ the Fermi wavenumber. So

$$\eta=\frac{4\hbar k^2}{3\pi}\sin^2\delta,\qquad \tan\delta=-ka .$$

The phase follows from $Y\propto1/a+ik$, which defines the scattering length $a$. The local-density friction approximation (LDFA) evaluates $\eta$ with $k=(3\pi^2n)^{1/3}$ at the local $n$. In this model I keep $a$ fixed as $n$ changes; a full calculation would find the ion's screened potential anew at each density.

For numbers I choose $n_0=200$ electrons/nm³ and $a=-0.20$ nm. Then $k=18.09$/nm, $\delta=1.301$ rad and $\sin^2\delta=0.929$. With $\hbar=6.58\times10^{-4}$ eV ps,

$$\eta=\frac{4(6.58\times10^{-4})(18.09)^2}{3\pi}(0.929)\approx0.085\ \mathrm{eV\,ps/nm^2}.$$

That is 85 meV ps/nm². At 138 nm/ps, the speed of a 100 eV proton, the force is 11.8 eV/nm.

**Q.** Now put the ion near a surface. Surely the density falls there and $\eta(n)$ follows it.

**A.** Take a hard wall at $z=0$ bounding the same gas. An image source makes the states vanish on the wall. With $D$ the distance between two points, $D'$ the distance to the image, and $\rho_0$ the bulk value,

$$\rho(\mathbf r,\mathbf r')=\rho_0\,[\,j_0(kD)-j_0(kD')\,],\qquad j_0(x)=\frac{\sin x}{x}.$$

Set $s=2kz$. Letting the points coincide gives $\rho=\rho_0[1-j_0(s)]$. Differentiating once at each point first, with $j_0'=-j_1$ and $j_0''=-j_0+2j_1/s$, gives

$$K_{xx}=\rho_0k^2\left[\frac13-\frac{j_1(s)}s\right],\qquad K_{zz}=\rho_0k^2\left[\frac13+j_0(s)-\frac{2j_1(s)}s\right].$$

The directions differ because the image moves with the ion along the wall but against it along the normal. The image also shifts the phase:

$$Y\propto\frac1a+ik-\frac{e^{2ikz}}{2z}.$$

The density needs every occupied wavenumber $q$:

$$n(z)=\int_0^k\frac{q^2}{\pi^2}\,[1-j_0(2qz)]\,dq=n_0\left[1-\frac{3j_1(s)}s\right],$$

where $\int x^2j_0\,dx=x^2j_1$ was used. The results, with friction in meV ps/nm², are:

| $z$ (nm) | $n$ (nm⁻³) | $\Lambda_{xx}$ | $\Lambda_{zz}$ | LDFA |
|---|---|---|---|---|
| 0.05 | 58 | 52 | 764 | 34 |
| 0.10 | 165 | 67 | 28 | 74 |
| 0.15 | 216 | 77 | 59 | 90 |
| 0.20 | 205 | 91 | 127 | 87 |
| 0.30 | 200 | 79 | 61 | 85 |

**Q.** At 0.30 nm the density is back to its bulk value, yet your normal friction is 28 % below LDFA. Why?

**A.** The density correction $3j_1(s)/s$ falls as $1/s^2$, because summing over wavenumbers smooths the oscillation. The friction keeps the Fermi wavenumber alone, and its correction falls as $1/s$. To that order $K_{zz}/\rho$ is its bulk value times $1+4j_0$, while $K_{xx}/\rho$ is multiplied by $1+j_0$. At 0.30 nm, $s=10.9$ and $j_0=-0.09$, so these factors alone give about $-36$ % and $-9$ %. The full results are $-28$ % and $-7$ % relative to the bulk gas; the phase and higher orders supply the rest. Far from the wall both components return to $\eta$.

**Q.** And 764 at 0.05 nm? That looks like an error.

**A.** It comes from the phase term. Since $\delta=-\arg Y$, $\partial_z\delta=-\mathrm{Im}(\partial_zY/Y)$. At this depth, dropping the common prefactor,

$$Y=-2.64+8.37i\ \mathrm{nm^{-1}},\qquad \partial_zY=304+280i\ \mathrm{nm^{-2}},$$

so $\partial_z\delta\approx43$/nm. Then $(2\hbar/\pi)(\partial_z\delta)^2\approx0.76$ eV ps/nm², nearly the whole entry. LDFA has no such term.

I would not carry that value to a real surface. The associated energy $\hbar v\,\partial_z\delta$ is about 3.9 eV at 100 eV ion energy, which is not small beside the Fermi energy of 12.5 eV, so the low-speed expansion is strained there. The wall is also too sharp: for a barrier 5 eV above the Fermi energy, the amplitude decays over $\hbar/\sqrt{2m(5\ \mathrm{eV})}=0.087$ nm, more than the depth itself.

**Q.** Could I keep the scalar and just rescale it near the surface?

**A.** A scalar cannot turn the force. At 0.10 nm let the proton move at 45° to the normal. The force components are in the ratio $\Lambda_{zz}/\Lambda_{xx}=27.8/66.9$, so the force makes an angle $\arctan0.415=22.5°$ with the surface plane. It is turned 22.5° away from the line of motion, towards the plane.

Nor does one factor fit all depths: $\Lambda_{zz}$ is above LDFA at two depths in the table and below it at three. The total loss is a weaker test. For a normal path from 0.02 to 0.50 nm at a fixed 138 nm/ps, the low-speed friction gives 8.5 eV with the tensor and 5.2 eV with LDFA, but nearly all of the difference arises within 0.05 nm of the wall, where I do not trust the model. From 0.10 to 0.50 nm the losses are 4.6 and 4.7 eV: $\Lambda_{zz}$ swings above and below LDFA, and the differences nearly cancel along the path.

**Q.** What does a bond add? Each atom still sits in some density.

**A.** It adds friction between atoms. Put a second identical scatterer at distance $d$. The inverse $T$-matrix becomes a matrix in the two sites, again a constant minus $G_0$. In units of $m/2\pi\hbar^2$,

$$M=\begin{pmatrix}1/a+ik&e^{ikd}/d\\ e^{ikd}/d&1/a+ik\end{pmatrix},\qquad S=1-2ik\sum_{ij}|u_i\rangle(M^{-1})_{ij}\langle u_j|,$$

where $u_i(\hat{\mathbf k})=e^{-i\mathbf k\cdot\mathbf R_i}$ is normalized to unit angular average. The factor $2k$ is $2\pi\rho_0$ times $2\pi\hbar^2/m$, with $\rho_0=mk/2\pi^2\hbar^2$. The trace formula holds for the coordinates of either atom, so it also gives $\Lambda_{1z,2z}$: a force on atom 1 proportional to the velocity of atom 2.

At $d=0.15$ nm the density at one ion due to the gas and its partner is 188/nm³, and LDFA gives 81 meV ps/nm² in every direction. The tensor gives 85 across the bond, 51 along it, and a coupling of 10.4 along it. For the normalized coordinates $(z_1\mp z_2)/\sqrt2$ the frictions are

$$\Lambda_{\rm stretch}=51.3-10.4=40.9,\qquad \Lambda_{\rm translation}=51.3+10.4=61.7 .$$

LDFA gives 81 for both. At this separation it damps the stretch about twice as fast as the tensor does. The ratio depends strongly on $d$: in the same model it is about 0.2 at 0.10 nm, 1.1 at 0.20 nm and 0.8 at 0.235 nm.

**Q.** Inside a crystal, away from surfaces, I could still argue that direction averages out.

**A.** At a site of tetrahedral symmetry the single-ion tensor is indeed a scalar: threefold rotations permute the axes and twofold rotations remove the off-diagonal elements. Its value still depends on the bands.

Consider first a uniform gas with an ellipsoidal Fermi surface of semi-axes $\kappa_\alpha$. Writing $k_\alpha=\kappa_\alpha n_\alpha$ maps it to a unit sphere, on which the states at $\varepsilon_F$ are evenly distributed. The mean of $k_\alpha^2$ is then $\kappa_\alpha^2/3$, and

$$\Lambda_{\alpha\alpha}=\frac{4\hbar\kappa_\alpha^2}{3\pi}\sin^2\delta .$$

Hold density and phase fixed and take $\kappa_z=1.5\,\kappa_x=1.5\,\kappa_y$. The friction is 65 meV ps/nm² along $x$ and 146 along $z$, a ratio of $1.5^2$. LDFA gives 85 for both, because the density has not changed.

A gap is the stronger case. With no states at $\varepsilon_F$, the golden-rule sum is empty and $\Lambda=0$ at zero temperature, while $n$ and $\eta(n)$ remain finite.

**Q.** Is that more than a formal limit?

**A.** It was tested by following the electrons in time. A scatterer was moved out and back by one site in two half-filled chains, one metallic and one gapped by alternating bonds. Without the scatterer both have 0.500 electrons per site and spin, and the sweep was the same. Per spin, the metallic chain absorbed 0.0212 in units of the hopping energy, against 0.0213 from $\int\Lambda v^2dt$. For the gapped chain the computed value was about $1\times10^{-6}$, which is mostly time-stepping error; the true absorption is smaller still.

**Q.** My proton is not infinitely slow, though. Does silicon's gap matter at 100 eV?

**A.** Compare the gap with the energy a free electron can gain. In the ion's frame the largest electron speed is $v_F+v$, for a head-on collision. Elastic reflection and return to the laboratory frame give $v_F+2v$, so

$$\Delta E_{\max}=\frac m2\left[(v_F+2v)^2-v_F^2\right]=2mv(v_F+v).$$

With $v_F=2094$ nm/ps this is 3.5 eV at 100 eV ion energy, above silicon's gap of roughly 1.1 eV. The two are equal near 11 eV. This is a gauge, not a sharp threshold: a crystal can take up momentum, and defects can put levels in the gap. Heat does not restore the friction of the ideal crystal. With the chemical potential at mid-gap, the weight of $-df/d\varepsilon$ outside the gap is $2/(1+e^{E_g/2k_BT})\approx10^{-9}$ at 300 K.

**Q.** How much of this may I carry over to silicon, then?

**A.** The density of 200/nm³ is roughly silicon's mean valence density, but the model gas has no gap, no bond charge and a hard wall. The surface and pair values therefore illustrate directional effects within this model; they are not predictions for silicon. The gap is the assumption silicon breaks most plainly: in the undoped crystal it takes the zero-speed friction from the model's 85 meV ps/nm² to practically zero. How far it lowers the value at 100 eV is not determined here.

Two other omissions can be sized in the uniform gas. With the scatterer held fixed, finite speed at 100 eV changes the friction by only about 0.1 %. The s wave screens a charge $2\delta/\pi=0.83$ instead of 1. By Friedel's sum rule a p wave could supply the rest with $\delta_1=(\pi/2-\delta)/3=0.09$. Friction in the gas is proportional to the transport cross-section, the average of $1-\cos\theta$ over the scattered intensity. For the amplitude $e^{i\delta}\sin\delta+3e^{i\delta_1}\sin\delta_1\cos\theta$ the angular average is $\sin^2\delta+3\sin^2\delta_1-2\sin\delta\sin\delta_1\cos(\delta-\delta_1)$, which replaces $\sin^2\delta$ by $\sin^2(\delta-\delta_1)+2\sin^2\delta_1$, a change of $-4$ %. That figure rests on the chosen $a$. Simple screened proton potentials, $-e^{-\alpha r}/r$ and $-(1+\alpha r/2)e^{-\alpha r}/r$ with $\alpha$ fixed by the sum rule at this density, give $\delta\approx0.9$ to $1.0$ and $\delta_1\approx0.14$; the higher waves then lower the friction by 14 to 18 %, and $\eta$ comes out near 48 to 56 meV ps/nm² instead of 85. Nuclear stopping, charge exchange and dynamic exchange-correlation lie outside the model.

**Q.** So when would you still use LDFA?

**A.** For a single ion in a metal whose surroundings resemble a uniform gas at the Fermi energy, moving slowly compared with $v_F$. A density close to the bulk value does not establish that, as the row at 0.30 nm shows. When the question concerns the direction of the force, the damping of a bond vibration or very slow motion in a gapped solid, compute the tensor from the actual states. The numerical output below lists the main values used here.

## Table of computed values

```
LATTICE TESTS (hopping = hbar = site spacing = 1, per spin)
strip tensor xx, xz, zz: 0.15309 -0.01957 0.11325
metal chain: absorbed work 0.021208, formula 0.021286
gapped chain: absorbed work 9.66e-07
site density, metal and gapped: 0.500 0.500
MODEL INPUTS
density 200 /nm3; scattering length -0.20 nm
proton energy 100 eV; speed 138.4 nm/ps
Fermi wavenumber 18.092 /nm; Fermi energy 12.47 eV
Fermi speed 2094 nm/ps; speed ratio 0.0661
s phase 1.3012 rad; screening charge 0.828 e
UNIFORM GAS
friction 84.95 meV ps/nm2
energy damping force 11.76 eV/nm
velocity damping rate 8.14 /ps
SURFACE: depth nm, density /nm3, xx, zz, LDFA (meV ps/nm2)
0.05    58.3   52.34  763.61   34.23
0.10   165.1   66.93   27.77   74.04
0.15   216.2   77.36   58.72   89.80
0.20   205.3   91.11  127.18   86.56
0.30   199.8   79.08   60.74   84.87
force tilt toward normal, 45 deg path, 0.10 nm: -22.5 deg
normal-path loss 0.02-0.50 nm: tensor 8.48 eV, LDFA 5.18 eV
BOND: separation 0.15 nm (friction in meV ps/nm2)
density at ion 187.6 /nm3; LDFA 81.13
one ion: across 84.65, along 51.32
two-ion coupling: across -9.85, along 10.39
normal modes along bond: stretch 40.93, translation 61.71
ELLIPSOIDAL BAND: semi-axis ratio 1.5
friction x 64.83, z 145.86 meV ps/nm2
NEGLECTED EFFECTS
finite speed changes uniform friction by -0.09 %
p-wave screening changes it by -4.0 %
barrier 5.0 eV: amplitude decay length 0.087 nm
largest free-collision transfer 3.51 eV; gap 1.1 eV
proton energy where transfer equals gap 10.7 eV
thermal weight outside gap at 300 K: 1.15e-09
```
